# Precursor Insertion into a Mobile Hard-Disk Inhibitor Layer from Scaled-Particle Theory: verification in Python

```python
# Result under test: scaled-particle theory (SPT) for inserting a hard disk
# (precursor, radius r) into an equilibrium fluid of hard disks (inhibitor,
# radius R, area fraction eta). With q = r/R >= 0 the insertion probability is
#   P = (1-eta) * exp(-2*eta*q/(1-eta) - eta*q**2/(1-eta)**2).
# The work of insertion is W = -T ln P, with T the thermal energy.
# SPT is approximate: it is compared with Monte Carlo sampling and with the
# exact second-order density coefficient. Reduced lengths below use R = 1.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def work_parts(eta, q):
    """Point, boundary and pressure parts of W/T in SPT."""
    return np.array([-np.log(1 - eta), 2 * eta * q / (1 - eta),
                     eta * q**2 / (1 - eta)**2])


def spt_work(eta, q):
    return work_parts(eta, q).sum()


def lens_area(s, a, b):
    """Common area of circles of radii a and b with centres s apart."""
    if s <= abs(a - b):
        return np.pi * min(a, b)**2
    if s >= a + b:
        return 0.0
    ca = np.clip((s*s + a*a - b*b) / (2*s*a), -1, 1)
    cb = np.clip((s*s + b*b - a*a) / (2*s*b), -1, 1)
    root = (-s + a + b) * (s + a - b) * (s - a + b) * (s + a + b)
    return (a*a*np.arccos(ca) + b*b*np.arccos(cb)
            - 0.5 * np.sqrt(max(root, 0.0)))


def exact_second_order(q):
    """Exact coefficient of eta**2 in W/T, from the pair integral."""
    a = 1 + q
    split = min(abs(a - 2), a)

    def ring(s):
        return 2 * np.pi * s * lens_area(s, a, 2.0)
    total = quad(ring, 0, split)[0] + quad(ring, split, a)[0]
    return total / (2 * np.pi**2)


def simulate(eta, ratios, rng, side=8, copies=100, warm=150, sweeps=350):
    """Insertion probabilities and standard errors from Metropolis sampling
    of independent periodic layers, each with side**2 hard disks."""
    n = side**2
    box = np.sqrt(np.pi * n / eta)
    gx, gy = np.meshgrid(np.arange(side), np.arange(side))
    x = np.tile(gx.ravel() * box / side, (copies, 1))
    y = np.tile(gy.ravel() * box / side, (copies, 1))
    hits = np.zeros((copies, len(ratios)))
    samples, points, step = 0, 200, 0.6
    for sweep in range(sweeps):
        shifts = step * (2 * rng.random((n, 2, copies)) - 1)
        for i in range(n):
            nx = x[:, i] + shifts[i, 0]
            ny = y[:, i] + shifts[i, 1]
            dx = x - nx[:, None]
            dy = y - ny[:, None]
            dx -= box * np.rint(dx / box)
            dy -= box * np.rint(dy / box)
            d2 = dx * dx + dy * dy
            d2[:, i] = 9.0          # a disk does not exclude itself
            ok = d2.min(axis=1) >= 4.0
            x[ok, i] = nx[ok]
            y[ok, i] = ny[ok]
        if sweep >= warm and sweep % 10 == 0:
            px, py = box * rng.random((2, copies, points))
            dx = px[:, :, None] - x[:, None, :]
            dy = py[:, :, None] - y[:, None, :]
            dx -= box * np.rint(dx / box)
            dy -= box * np.rint(dy / box)
            nearest = np.sqrt((dx * dx + dy * dy).min(axis=2))
            for k, q in enumerate(ratios):
                hits[:, k] += (nearest > 1 + q).mean(axis=1)
            samples += 1
    prob = hits / samples
    return prob.mean(axis=0), prob.std(axis=0, ddof=1) / np.sqrt(copies)


# Pressure: the contact closure against the Gibbs-Duhem integration.
e, slope, yy, G = sp.symbols("eta slope y G", positive=True)
closure = sp.solve([yy - e * (1 + 2*e*G),
                    4*e*G - 2*e/(1 - e) - 2*yy], [yy, G], dict=True)[0][yy]
known = -sp.log(1 - e) + 2*e/(1 - e)
dy_de = sp.solve(slope - 1 - e * (sp.diff(known, e) + slope), slope)[0]
primitive = sp.integrate(sp.factor(sp.simplify(dy_de)), e)
gibbs_duhem = primitive - primitive.subs(e, 0)
assert sp.simplify(closure - gibbs_duhem) == 0
assert sp.simplify(closure - e / (1 - e)**2) == 0

# Worked example, in eV and angstrom.
R, r, eta0, T = 3.0, 2.0, 0.40, 0.040
q0 = r / R
density = eta0 / (np.pi * R**2)
pressure = T * float(closure.subs(e, eta0)) / (np.pi * R**2)
parts = T * work_parts(eta0, q0)
W = parts.sum()
P = np.exp(-W / T)
hartree = const.value("Hartree energy in eV")
print(f"Inhibitor radius R = {R:.1f} angstrom")
print(f"Precursor radius r = {r:.1f} angstrom")
print(f"Radius ratio q = {q0:.4f}")
print(f"Inhibitor area fraction eta = {eta0:.2f}")
print(f"Thermal energy T = {T:.3f} eV")
print(f"Inhibitor density = {density:.5f} angstrom^-2")
print(f"SPT lateral pressure = {pressure:.6f} eV/angstrom^2")
print(f"Point part of W = {parts[0]:.5f} eV")
print(f"Boundary part of W = {parts[1]:.5f} eV")
print(f"Pressure part of W = {parts[2]:.5f} eV")
print(f"Insertion work W = {W:.5f} eV = {W/hartree:.6f} hartree")
print(f"W/T = {W/T:.4f}")
print(f"SPT insertion probability P = {P:.4f}")
print(f"Bare-area estimate 1-eta = {1-eta0:.4f}")
print(f"Uncorrelated-disk estimate = {np.exp(-eta0*(1+q0)**2):.4f}")
print(f"Initial selectivity S = {(1-P)/(1+P):.4f}")

# Exact second-order coefficient against the SPT series coefficient.
qs = sp.symbols("q", positive=True)
series_c2 = sp.diff(known.subs(e, e) * 0 - sp.log(1 - e)
                    + 2*e*qs/(1 - e) + closure*qs**2, e, 2).subs(e, 0) / 2
print("Coefficient of eta^2 in W/T: q, exact, SPT")
for q in (0.0, 0.25, 0.5, 1.0, 2.0, 3.0):
    exact = exact_second_order(q)
    approx = float(series_c2.subs(qs, q))
    if q == 0:
        assert abs(exact - approx) < 1e-7
    else:
        assert exact > approx
        assert abs(approx / exact - 1) < 0.05   # SPT is approximate here
    print(f"  {q:.2f}  {exact:.4f}  {approx:.4f}")
# For a large cavity the q**2 coefficient must approach the pressure term.
q_big = 200.0
large_limit = exact_second_order(q_big) / q_big**2
pressure_c2 = float(sp.diff(closure, e, 2).subs(e, 0) / 2)
assert abs(large_limit / pressure_c2 - 1) < 0.02   # remainder is O(1/q)
print(f"Exact coefficient / q^2 at q = {q_big:.0f}: {large_limit:.4f}")
print(f"Pressure coefficient of eta^2: {pressure_c2:.4f}")

# Direct sampling. The tolerance on W covers the SPT approximation, the
# finite number of disks and statistical noise.
rng = np.random.default_rng(12345)
ratios = (-0.5, 0.0, 0.25, 0.5, q0, 1.0)
print("Simulated layers: 100 copies of 64 disks".replace("64", str(8**2)))
print("eta, q, P simulated, standard error, P SPT, W error in %")
worst = 0.0
for eta in (0.2, 0.4, 0.5):
    prob, err = simulate(eta, ratios, rng)
    assert np.all(np.diff(prob) < 0)
    for k, q in enumerate(ratios):
        if q <= 0:      # exact branch: only sampling noise is allowed
            assert abs(prob[k] - (1 - eta * (1 + q)**2)) < 0.005
            continue
        w_mc, w_spt = -np.log(prob[k]), spt_work(eta, q)
        dev = w_spt / w_mc - 1
        worst = max(worst, abs(dev))
        assert abs(dev) < 0.07
        # Mutual exclusion must block more than uncorrelated disks do.
        assert w_mc > eta * (1 + q)**2
        print(f"  {eta:.1f}  {q:.3f}  {prob[k]:.5f}  {err[k]:.5f}"
              f"  {np.exp(-w_spt):.5f}  {100*dev:+.2f}")
print(f"Largest SPT deviation in W = {100*worst:.2f} %")

# Coverage needed to reach a chosen insertion probability.
target = 0.1
for radius in (r, R):
    need = brentq(lambda z: spt_work(z, radius / R) + np.log(target),
                  1e-6, 0.69)
    print(f"eta for P = {target:.1f} at r = {radius:.1f} angstrom: {need:.4f}")
print("PASS")
```

It prints:

```
Inhibitor radius R = 3.0 angstrom
Precursor radius r = 2.0 angstrom
Radius ratio q = 0.6667
Inhibitor area fraction eta = 0.40
Thermal energy T = 0.040 eV
Inhibitor density = 0.01415 angstrom^-2
SPT lateral pressure = 0.001572 eV/angstrom^2
Point part of W = 0.02043 eV
Boundary part of W = 0.03556 eV
Pressure part of W = 0.01975 eV
Insertion work W = 0.07574 eV = 0.002783 hartree
W/T = 1.8935
SPT insertion probability P = 0.1505
Bare-area estimate 1-eta = 0.6000
Uncorrelated-disk estimate = 0.3292
Initial selectivity S = 0.7383
Coefficient of eta^2 in W/T: q, exact, SPT
  0.00  0.5000  0.5000
  0.25  1.1503  1.1250
  0.50  2.0729  2.0000
  1.00  4.6920  4.5000
  2.00  12.9643  12.5000
  3.00  25.2521  24.5000
Exact coefficient / q^2 at q = 200: 2.0115
Pressure coefficient of eta^2: 2.0000
Simulated layers: 100 copies of 64 disks
eta, q, P simulated, standard error, P SPT, W error in %
  0.2  0.250  0.69117  0.00074  0.69234  -0.46
  0.2  0.500  0.57457  0.00082  0.57622  -0.52
  0.2  0.667  0.49568  0.00081  0.49889  -0.92
  0.2  1.000  0.34956  0.00087  0.35500  -1.47
  0.4  0.250  0.39925  0.00080  0.40108  -0.50
  0.4  0.500  0.22809  0.00069  0.23334  -1.54
  0.4  0.667  0.14448  0.00059  0.15054  -2.12
  0.4  1.000  0.04733  0.00043  0.05206  -3.13
  0.5  0.250  0.26199  0.00062  0.26763  -1.59
  0.5  0.500  0.10419  0.00056  0.11157  -3.02
  0.5  0.667  0.04895  0.00035  0.05418  -3.37
  0.5  1.000  0.00717  0.00018  0.00916  -4.95
Largest SPT deviation in W = 4.95 %
eta for P = 0.1 at r = 2.0 angstrom: 0.4453
eta for P = 0.1 at r = 3.0 angstrom: 0.3470
PASS
```
